# Why DFT+U has many stationary states: the high-spin d6 shell: test program

```python
"""
Result under test: for a d6 high-spin shell (5 spin-up, 1 spin-down electron)
the DFT+U penalty (U/2) Tr(n - n^2) is concave for transfer between orbitals.
With levels e_m (three t2g at -0.4 D, two eg at +0.6 D) the stationary patterns
of the spin-down electron are, for each set S of k orbitals,
    p_m = 1/k + (e_m - mean_S e)/U   (all p_m > 0),
31 in number if U > 2D, and only the 5 integer patterns are minima.
This holds for a penalty built on diagonal occupations p_m in the cubic basis.
For the rotationally invariant penalty the eg patterns are stationary but are
saddles against orbital rotation, unless another orbital-selective energy
(here lattice relaxation of strength A) exceeds D.
Symbols: U effective interaction, D crystal-field splitting, c real orbital
amplitudes, p = c^2, n occupation matrix. Energies in hartree.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import null_space
from scipy.optimize import minimize_scalar

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
U = 0.15
D = 0.03
SHAPE = np.array([-0.4, -0.4, -0.4, 0.6, 0.6])
LEVELS = D * SHAPE
rng = np.random.default_rng(7)


def pair_repulsion(occ):
    """Explicit sum over pairs of different spin orbitals."""
    return U * sum(occ[i] * occ[j] for i, j in combinations(range(len(occ)), 2))


def invariant_energy(n):
    """Crystal field plus rotationally invariant penalty."""
    return np.trace(np.diag(LEVELS) @ n) + 0.5 * U * np.trace(n - n @ n)


def diagonal_energy(c):
    """Crystal field plus penalty on diagonal occupations only."""
    p = c**2
    return LEVELS @ p + 0.5 * U * np.sum(p * (1 - p))


def normalise(c):
    return c / np.linalg.norm(c, axis=-1, keepdims=True)


def newton_search(levels, starts=6000):
    """All stationary p of sum(levels p) + sum(p(1-p))/2 on the unit sphere."""
    c = rng.normal(size=(starts, 5))
    c[::2] = c[::2] ** 3
    c = normalise(c)
    mu = np.sum(c**2 * (levels - c**2), axis=1)
    diag = np.arange(5)
    with np.errstate(all="ignore"):
        for _ in range(70):
            res = np.zeros((starts, 6))
            res[:, :5] = c * (levels - c**2 - mu[:, None])
            res[:, 5] = 0.5 * (1 - np.sum(c**2, axis=1))
            jac = np.zeros((starts, 6, 6))
            jac[:, diag, diag] = levels - 3 * c**2 - mu[:, None]
            jac[:, :5, 5] = -c
            jac[:, 5, :5] = -c
            step = np.linalg.solve(jac, -res[:, :, None])[:, :, 0]
            c = c + step[:, :5]
            mu = mu + step[:, 5]
        err = np.abs(c * (levels - c**2 - mu[:, None])).max(axis=1)
        err = err + np.abs(1 - np.sum(c**2, axis=1))
    p = c[err < 1e-11] ** 2
    _, first = np.unique(np.round(p, 7) + 0.0, axis=0, return_index=True)
    return p[first]


def descending_directions(p, levels):
    c = np.sqrt(p)
    mu = np.sum(p * (levels - p))
    tangent = null_space(c[None, :])
    hess = tangent.T @ np.diag(levels - 3 * p - mu) @ tangent
    return int(np.sum(np.linalg.eigvalsh(hess) < 0))


def allowed_sets(levels):
    """Patterns predicted by the closed formula (energies in units of U)."""
    out = {}
    for k in range(1, 6):
        for s in combinations(range(5), k):
            e = levels[list(s)]
            ps = 1 / k + e - e.mean()
            if np.all(ps > 0):
                p = np.zeros(5)
                p[list(s)] = ps
                en = e.mean() + 0.5 * (1 - 1 / k) + np.sum((e - e.mean())**2) / 2
                out[s] = (p, en)
    return out


print(f"U = {U:.3f} hartree = {U * HARTREE_EV:.3f} eV")
print(f"D (crystal-field splitting) = {D:.3f} hartree = {D * HARTREE_EV:.3f} eV")
print(f"t2g level = {LEVELS[0]:.4f} hartree, eg level = {LEVELS[3]:.4f} hartree")

# Origin of the penalty, and its curvature for two kinds of charge change
occ = rng.uniform(size=10)
total = occ.sum()
penalty = pair_repulsion(occ) - 0.5 * U * total * (total - 1)
assert abs(penalty - 0.5 * U * np.sum(occ - occ**2)) < 1e-12
h = 0.1
base = np.array([1.0] * 5 + [0.5, 0.5, 0, 0, 0])
add = np.eye(10)[5]
move = np.eye(10)[5] - np.eye(10)[6]
curv = [(pair_repulsion(base + h * d) + pair_repulsion(base - h * d)
         - 2 * pair_repulsion(base)) / h**2 for d in (add, move)]
assert abs(curv[0]) < 1e-10 and abs(curv[1] + 2 * U) < 1e-10
print(f"pair-repulsion curvature, charge added to one orbital = {abs(curv[0]):.3f} hartree")
print(f"pair-repulsion curvature, transfer between two = {curv[1]:.3f} hartree")

# Integer patterns of six electrons in ten spin orbitals
patterns = list(combinations(range(10), 6))
high_spin = [s for s in patterns if sum(i < 5 for i in s) == 5]
assert len(high_spin) == 5
print(f"integer patterns of 6 electrons in 10 spin orbitals = {len(patterns)}")
print(f"of these with 5 up and 1 down = {len(high_spin)}")

# Enumeration: Newton search against the closed formula, three field strengths
for ratio, expected in ((D / U, 31), (0.7, 24), (1.5, 10)):
    lev = ratio * SHAPE
    found = newton_search(lev)
    formula = allowed_sets(lev)
    assert len(found) == len(formula) == expected
    euler = 0
    minima = 0
    for p in found:
        s = tuple(int(i) for i in np.flatnonzero(p > 1e-6))
        en = lev @ p + 0.5 * np.sum(p * (1 - p))
        assert np.allclose(p, formula[s][0], atol=1e-9)
        assert abs(en - formula[s][1]) < 1e-9
        index = descending_directions(p, lev)
        euler += 2 ** len(s) * (-1) ** index
        minima += index == 0
    assert euler == 2
    assert minima == (5 if ratio < 1 else 3)
    print(f"D/U = {ratio:.1f}: stationary patterns = {len(found)}, "
          f"minima = {minima}, alternating sum = {euler}")

# Table for the worked example, from the Newton search
lev = LEVELS / U
found = newton_search(lev)
groups = {}
by_index = [0] * 5
for p in found:
    a, b = int(np.sum(p[:3] > 1e-6)), int(np.sum(p[3:] > 1e-6))
    index = descending_directions(p, lev)
    assert index == a + b - 1
    by_index[index] += 1
    energy = diagonal_energy(np.sqrt(p))
    groups.setdefault((a + b, b), []).append((p[:3].max(), p[3:].max(), energy, index))
assert by_index == [5, 10, 10, 5, 1]
print("patterns with 0,1,2,3,4 descending directions =", by_index)
print("t2g eg | count | p per t2g | p per eg | energy (hartree) | descending")
for (k, b), rows in sorted(groups.items()):
    assert np.ptp([r[2] for r in rows]) < 1e-9
    pt, pe, en, index = rows[0]
    print(f" {k - b}   {b}  |  {len(rows)}  |  {pt:.4f}  |  {pe:.4f}  |  {en:.5f}  |  {index}")

# Barriers by explicit rotation of the orbital
for name, i, j in (("t2g to t2g", 0, 1), ("t2g to eg", 0, 3),
                   ("eg to t2g", 3, 0), ("eg to eg", 3, 4)):
    def along(theta):
        c = np.zeros(5)
        c[i], c[j] = np.cos(theta), np.sin(theta)
        return diagonal_energy(c)
    top = minimize_scalar(lambda t: -along(t), bounds=(0, np.pi / 2),
                          method="bounded", options={"xatol": 1e-9})
    barrier = -top.fun - along(0.0)
    assert abs(barrier - (U + LEVELS[j] - LEVELS[i])**2 / (4 * U)) < 1e-10
    print(f"barrier {name} = {barrier:.4f} hartree = {barrier * HARTREE_EV:.3f} eV")

# Same mixed orbital under the two forms of the penalty
mix = normalise(np.array([1.0, 1.0, 0, 0, 0]))
pen_diag = diagonal_energy(mix) - LEVELS @ mix**2
pen_inv = invariant_energy(np.outer(mix, mix)) - LEVELS @ mix**2
assert abs(pen_inv) < 1e-14 and abs(pen_diag - U / 4) < 1e-14
print(f"penalty of an equal mix of two t2g: diagonal form = {pen_diag:.4f} hartree, "
      f"invariant form = {abs(pen_inv):.4f} hartree")

# eg pattern, invariant form: uphill for fractional transfer, downhill for rotation
eg = np.eye(5)[3]
n_eg = np.outer(eg, eg)
x = 1e-6
slope = (invariant_energy(n_eg + x * (np.diag(np.eye(5)[0]) - n_eg))
         - invariant_energy(n_eg)) / x
ks = np.linalg.eigvalsh(np.diag(LEVELS) + U * (0.5 * np.eye(5) - n_eg))
gap = ks[1] - ks[0]
assert abs(slope - (U - D)) < 1e-6 and abs(gap - (U - D)) < 1e-12
theta = 0.1
tilted = np.cos(theta) * eg + np.sin(theta) * np.eye(5)[0]
change = invariant_energy(np.outer(tilted, tilted)) - invariant_energy(n_eg)
assert abs(change + D * np.sin(theta)**2) < 1e-12
print(f"eg pattern: slope for fractional transfer to t2g = {slope:.4f} hartree per electron")
print(f"eg pattern: gap between occupied and lowest empty level = {gap:.4f} hartree")
print(f"eg pattern, invariant form: energy change for {theta} rad tilt = {change:.3e} hartree")

# Steepest descent from the same random orbitals in both forms
start = normalise(rng.normal(size=(4000, 5)))
ends = {}
for form in ("diagonal", "invariant"):
    c = start.copy()
    for _ in range(2000):
        if form == "diagonal":
            g = 2 * c * (lev + 0.5 - c**2)
        else:
            g = 2 * (c * (lev + 0.5) - c * np.sum(c * c, axis=1, keepdims=True))
        g -= c * np.sum(c * g, axis=1, keepdims=True)
        c = normalise(c - 0.2 * g)
    ends[form] = c**2
assert np.all(ends["diagonal"].max(axis=1) > 1 - 1e-6)
assert len(set(ends["diagonal"].argmax(axis=1))) == 5
assert np.all(ends["invariant"][:, 3:].sum(axis=1) < 1e-6)
print(f"random starts for steepest descent = {len(start)}")
for form, p in ends.items():
    share = np.mean(p[:, 3:].sum(axis=1) > 0.5)
    print(f"share ending in an eg pattern, {form} form = {100 * share:.1f} percent")


def scf_step(v, form):
    n = np.outer(v, v)
    if form == "diagonal":
        n = np.diag(np.diag(n))
    _, vec = np.linalg.eigh(np.diag(LEVELS) + U * (0.5 * np.eye(5) - n))
    return vec[:, 0]


# Self-consistency cycle from an eg orbital with a tiny t2g admixture
seed = 1e-6
v = normalise(eg + seed * np.eye(5)[0])
assert abs(scf_step(v, "diagonal")[0]) < 1e-14
w = scf_step(v, "invariant")
first_change = np.abs(np.outer(w, w) - np.outer(v, v)).max()
growth = abs(w[0] / w[3]) / seed
assert abs(growth - U / (U - D)) < 1e-6
cycles = 0
while v[3]**2 > 0.5:
    v = scf_step(v, "invariant")
    cycles += 1
    assert cycles < 1000
for _ in range(300):
    v = scf_step(v, "invariant")
assert abs(invariant_energy(np.outer(v, v)) - LEVELS[0]) < 1e-10
sym = eg.copy()
for _ in range(300):
    sym = scf_step(sym, "invariant")
assert abs(sym[3])**2 > 1 - 1e-14
print(f"initial t2g amplitude in the eg orbital = {seed:.0e}")
print(f"growth of the admixture per cycle, invariant form = {growth:.4f}")
print(f"largest change of n in the first cycle = {first_change:.2e}")
print(f"cycles until the eg occupation falls below one half = {cycles}")
print(f"eg occupation after 300 cycles from an exactly symmetric start = {sym[3]**2:.4f}")

# Invariant form plus lattice modes: joint Hessian in orbital and lattice variables
for A in (0.02, 0.04):
    def joint(z):
        c = normalise(np.array([z[0], z[1], z[2], 1.0, z[3]]))
        q = z[4:]
        return (invariant_energy(np.outer(c, c)) + 0.5 * q @ q
                - np.sqrt(A) * q @ c**2)
    z0 = np.zeros(9)
    z0[4 + 3] = np.sqrt(A)
    d = 1e-3 * np.eye(9)
    grad = [(joint(z0 + s) - joint(z0 - s)) / 2e-3 for s in d]
    assert np.max(np.abs(grad)) < 1e-9
    hess = np.array([[(joint(z0 + s + t) - joint(z0 + s - t) - joint(z0 - s + t)
                       + joint(z0 - s - t)) / 4e-6 for t in d] for s in d])
    lowest = np.linalg.eigvalsh(hess)[0]
    assert abs(lowest - 2 * (A - D)) < 1e-5
    relax = invariant_energy(n_eg) - joint(z0)
    assert abs(relax - A / 2) < 1e-12
    print(f"A = {A:.2f} hartree: relaxation energy = {relax:.3f} hartree, "
          f"lowest Hessian eigenvalue at eg = {lowest:.4f} hartree")

print("every check passed")
```

Output:

```
U = 0.150 hartree = 4.082 eV
D (crystal-field splitting) = 0.030 hartree = 0.816 eV
t2g level = -0.0120 hartree, eg level = 0.0180 hartree
pair-repulsion curvature, charge added to one orbital = 0.000 hartree
pair-repulsion curvature, transfer between two = -0.300 hartree
integer patterns of 6 electrons in 10 spin orbitals = 210
of these with 5 up and 1 down = 5
D/U = 0.2: stationary patterns = 31, minima = 5, alternating sum = 2
D/U = 0.7: stationary patterns = 24, minima = 5, alternating sum = 2
D/U = 1.5: stationary patterns = 10, minima = 3, alternating sum = 2
patterns with 0,1,2,3,4 descending directions = [5, 10, 10, 5, 1]
t2g eg | count | p per t2g | p per eg | energy (hartree) | descending
 1   0  |  3  |  1.0000  |  0.0000  |  -0.01200  |  0
 0   1  |  2  |  0.0000  |  1.0000  |  0.01800  |  0
 2   0  |  3  |  0.5000  |  0.0000  |  0.02550  |  1
 1   1  |  6  |  0.4000  |  0.6000  |  0.04200  |  1
 0   2  |  1  |  0.0000  |  0.5000  |  0.05550  |  1
 3   0  |  1  |  0.3333  |  0.0000  |  0.03800  |  2
 2   1  |  6  |  0.2667  |  0.4667  |  0.05000  |  2
 1   2  |  3  |  0.2000  |  0.4000  |  0.06000  |  2
 3   1  |  2  |  0.2000  |  0.4000  |  0.05400  |  3
 2   2  |  3  |  0.1500  |  0.3500  |  0.06225  |  3
 3   2  |  1  |  0.1200  |  0.3200  |  0.06360  |  4
barrier t2g to t2g = 0.0375 hartree = 1.020 eV
barrier t2g to eg = 0.0540 hartree = 1.469 eV
barrier eg to t2g = 0.0240 hartree = 0.653 eV
barrier eg to eg = 0.0375 hartree = 1.020 eV
penalty of an equal mix of two t2g: diagonal form = 0.0375 hartree, invariant form = 0.0000 hartree
eg pattern: slope for fractional transfer to t2g = 0.1200 hartree per electron
eg pattern: gap between occupied and lowest empty level = 0.1200 hartree
eg pattern, invariant form: energy change for 0.1 rad tilt = -2.990e-04 hartree
random starts for steepest descent = 4000
share ending in an eg pattern, diagonal form = 27.3 percent
share ending in an eg pattern, invariant form = 0.0 percent
initial t2g amplitude in the eg orbital = 1e-06
growth of the admixture per cycle, invariant form = 1.2500
largest change of n in the first cycle = 2.50e-07
cycles until the eg occupation falls below one half = 63
eg occupation after 300 cycles from an exactly symmetric start = 1.0000
A = 0.02 hartree: relaxation energy = 0.010 hartree, lowest Hessian eigenvalue at eg = -0.0200 hartree
A = 0.04 hartree: relaxation energy = 0.020 hartree, lowest Hessian eigenvalue at eg = 0.0200 hartree
every check passed
```
